# Why SiH2 and GeH2 are singlets while CH2 is a triplet

**Q.** Silylene, SiH$_2$, and germylene, GeH$_2$, are closed-shell fragments in the gas-phase chemistry of my reactor, whereas methylene, CH$_2$, has a triplet ground state. I was told that weaker s-p mixing in the heavier atoms keeps the lone pair deep. Is that the reason?

**A.** It is part of the reason, and the wording needs repair. The lone pair lies below the empty p orbital because it contains s character, so mixing s into it is what makes it deep. What can be weaker in the heavier atom is the coupling of the s orbital to the hydrogens, relative to that of the p orbitals. Besides, a deep lone pair is not sufficient: the energy gained by filling it twice must exceed the cost of pairing the electrons, and that cost also changes from carbon to silicon.

**Q.** Start with the orbitals. Which ones matter?

**A.** Put atom X at the origin and the molecule in the $yz$ plane, with the hydrogens towards $+z$ and the angle $\theta$ between the bonds. Take s, $p_x$, $p_y$, $p_z$ on X and one orbital on each hydrogen, $h_1$ and $h_2$, all orthonormal. Define $H_\pm=(h_1\pm h_2)/\sqrt2$. Reflection in the two symmetry planes separates the six orbitals into three sets:

- a$_1$: s, $p_z$, $H_+$
- b$_2$: $p_y$, $H_-$
- b$_1$: $p_x$

Let $\beta_s$ couple s to one hydrogen, and let $\beta_p$ couple a hydrogen to a p orbital pointing at it. The orbital $p_z$ has a component $\cos(\theta/2)$ along each bond, and its component perpendicular to the bond does not couple. Each $H_+$ coupling is a sum of two equal terms divided by $\sqrt2$, so

$$t_s=\sqrt2\,\beta_s,\qquad t_p=\sqrt2\,\beta_p\cos(\theta/2).$$

There are six valence electrons. Four fill the a$_1$ and b$_2$ bonds. The other two are shared between the middle a$_1$ level, called $\sigma$, and $p_x$, called $p$. The singlet is mainly $\sigma^2$; the triplet is $\sigma^1p^1$.

**Q.** How deep does $\sigma$ lie?

**A.** In the minimal model both $p_z$ and $p_x$ have energy $e_p$, s has $e_s<e_p$, and $H_+$ has $e_h$. With amplitudes $a_s,a_p,a_h$, the a$_1$ equations are

$$(E-e_s)a_s=t_sa_h,\quad (E-e_p)a_p=t_pa_h,\quad (E-e_h)a_h=t_sa_s+t_pa_p.$$

Inserting the first two into the third and dividing by $a_h$ gives

$$E-e_h=\frac{t_s^2}{E-e_s}+\frac{t_p^2}{E-e_p}. \tag{1}$$

Multiplication by both denominators turns this into $q(E)=0$, with

$$q(E)=(E-e_s)(E-e_p)(E-e_h)-t_s^2(E-e_p)-t_p^2(E-e_s).$$

Let $D=e_p-e_s>0$. Then $q(e_s)=t_s^2D>0$ and $q(e_p)=-t_p^2D<0$. Since $q$ is negative far below and positive far above, one root lies below $e_s$, one between $e_s$ and $e_p$, and one above $e_p$. The middle root is $\sigma$, so in a bent molecule with both couplings nonzero the gap $\Delta=e_p-E$ obeys $0<\Delta<D$.

**Q.** And which way does it move when s takes less part in the bonds?

**A.** Differentiate (1) at fixed site energies and collect the terms in $dE$:

$$\left[1+\frac{t_s^2}{(E-e_s)^2}+\frac{t_p^2}{(E-e_p)^2}\right]dE=\frac{d(t_s^2)}{E-e_s}+\frac{d(t_p^2)}{E-e_p}.$$

The bracket is $(a_h^2+a_s^2+a_p^2)/a_h^2=1/a_h^2$ by the amplitude equations and normalization. Because $d\Delta=-dE$,

$$\frac{\partial\Delta}{\partial(t_s^2)}=-\frac{a_h^2}{E-e_s}<0,\qquad \frac{\partial\Delta}{\partial(t_p^2)}=\frac{a_h^2}{e_p-E}>0. \tag{2}$$

Weaker s-H coupling deepens the lone pair; weaker p-H coupling raises it. A smaller angle increases $\cos(\theta/2)$, hence $t_p^2$, and deepens it. The bracket on the root and both slopes were tested on random parameters.

**Q.** A heavier atom has longer bonds, so I would expect both couplings to fall. What then?

**A.** Then their ratio matters most. If both couplings are large compared with the differences of the site energies, the left side of (1) is negligible for the middle root, and

$$t_s^2(E-e_p)+t_p^2(E-e_s)=0\;\Rightarrow\;E=\frac{t_s^2e_p+t_p^2e_s}{t_s^2+t_p^2}.$$

Subtracting from $e_p$ gives

$$\Delta=Dw,\qquad w=\frac{t_p^2}{t_s^2+t_p^2}=\frac{\cos^2(\theta/2)}{\cos^2(\theta/2)+(\beta_s/\beta_p)^2}. \tag{3}$$

Here $w$ is the s weight of the lone pair. In this limit $a_h\to0$, so the third amplitude equation requires $t_sa_s+t_pa_p=0$, and normalization gives $a_s^2=w$. Reducing both couplings by the same factor changes nothing at this order.

**Q.** Is there a limit in which the phrase I was told is literally right?

**A.** Yes, $t_s\to0$. Then s is itself a level, and the other two solve $(E-e_p)(E-e_h)=t_p^2$. If $D(e_h-e_s)<t_p^2$, those two lie on either side of $e_s$. The lone pair is then pure s and $\Delta=D$, its upper limit. Seen from this end, mixing p into the pair raises it.

The linear molecule is the other end. There $t_p=0$, so s and $p_z$ do not mix at all, and $p_z$ stays at $e_p$. It is the middle level if the upper s-$H_+$ level is above it. The function $(E-e_s)(E-e_h)-t_s^2$ is negative between its two roots and also at $e_s$, so this requires a negative value at $e_p$, that is $t_s^2>D(e_p-e_h)$. Then $\Delta=0$: no s-p mixing, and no deep lone pair either. "Weaker mixing" has opposite consequences at the two ends, which is why I prefer to speak of the s-H coupling.

**Q.** You said that depth is not sufficient. How large must the gap be?

**A.** Use the same orbitals for both spin states. Let $f_\sigma$ and $f_p$ be the orbital energies in the field of the nuclei and all the other, closed-shell electrons. Let $J$ denote Coulomb integrals and $K$ the $\sigma$-$p$ exchange integral. Relative to the closed shells,

$$E[\sigma^2]=2f_\sigma+J_{\sigma\sigma},\quad E[p^2]=2f_p+J_{pp},\quad E_T=f_\sigma+f_p+J_{\sigma p}-K.$$

I define $\Delta$ from spin-averaged Hartree-Fock with one electron in each orbital. An orbital holding one spin-averaged electron contributes its Coulomb term minus half its exchange term, so

$$\varepsilon_\sigma=f_\sigma+\tfrac12J_{\sigma\sigma}+J_{\sigma p}-\tfrac12K,\qquad \varepsilon_p=f_p+\tfrac12J_{pp}+J_{\sigma p}-\tfrac12K,$$

$$\Delta=\varepsilon_p-\varepsilon_\sigma=f_p-f_\sigma+\tfrac12(J_{pp}-J_{\sigma\sigma}).$$

It follows that $E[p^2]-E[\sigma^2]=2\Delta$. For the triplet, substitute $f_p-f_\sigma$ from the last line:

$$E_T-E[\sigma^2]=f_p-f_\sigma+J_{\sigma p}-K-J_{\sigma\sigma}=\Delta-R-K,$$

$$R=\tfrac12(J_{\sigma\sigma}+J_{pp})-J_{\sigma p}.$$

The two closed-shell configurations have the same symmetry and are coupled by $K$. Measured from $E[\sigma^2]$, their matrix has diagonal $0,2\Delta$ and off-diagonal $K$. Its lower eigenvalue is $\Delta-\sqrt{\Delta^2+K^2}$. Therefore

$$E_T-E_S=\sqrt{\Delta^2+K^2}-R-K. \tag{4}$$

A positive value means that the singlet is lower. Squaring $\sqrt{\Delta^2+K^2}>R+K$ gives the condition

$$\Delta>\Delta_c=\sqrt{R(R+2K)}. \tag{5}$$

Formula (4) holds for two electrons in two fixed orbitals, with $E_S$ the lower of the two singlets built from $\sigma^2$ and $p^2$. It was tested by diagonalizing all states of that problem in each molecule.

**Q.** What is $R$, physically?

**A.** It is the Coulomb self-energy of the difference between the two orbital densities,

$$R=\frac12\iint\frac{[\rho_\sigma(\mathbf r)-\rho_p(\mathbf r)][\rho_\sigma(\mathbf r')-\rho_p(\mathbf r')]}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'\ge0.$$

Expanding the product gives the two self-terms and twice the cross term, as required. $R$ is the average extra repulsion of two electrons in one orbital compared with one in each. If both orbitals are stretched uniformly by a factor $\lambda$, all Coulomb and exchange integrals fall as $1/\lambda$, and so does $\Delta_c$. Larger orbitals thus make pairing cheaper. At $\Delta=0$, (4) gives $E_T-E_S=-R$, so a linear molecule with degenerate orbitals prefers the triplet.

**Q.** Now the real molecules. Does each one pass or fail the criterion?

**A.** I used the def2-SVP basis without relativity and the Hartree-Fock geometry of each singlet. The angles are 103.3°, 93.5° and 93.0° for CH$_2$, SiH$_2$ and GeH$_2$. In hartree:

| | $\Delta$ | $\Delta_c$ | $E_T-E_S$ from (4) |
|---|---|---|---|
| CH$_2$ | 0.0804 | 0.0900 | −0.0087 |
| SiH$_2$ | 0.1048 | 0.0667 | 0.0354 |
| GeH$_2$ | 0.1087 | 0.0632 | 0.0429 |

For CH$_2$, $K=0.0373$ and $R=0.0601$, so $\Delta_c=\sqrt{0.0601\times0.1347}=0.0900$. Its gap falls short; the other two exceed their thresholds. These numbers are not converged in the basis: in def2-TZVPP at the same geometries the last column becomes −0.0002, 0.0381 and 0.0434 hartree. The margin of CH$_2$ then practically vanishes, so the vertical energy alone does not settle the ground state.

These are vertical energies, with both spin states at the singlet geometry. As a separate check on the ground state, each spin state was given its own Hartree-Fock geometry and a frozen-core CCSD(T) energy. Then $E_T-E_S$ is −0.0237 hartree (−0.64 eV) for CH$_2$, 0.0289 hartree (0.79 eV) for SiH$_2$ and 0.0341 hartree (0.93 eV) for GeH$_2$. In this basis the signs agree with the criterion. The values still lack zero-point energy and relativity, and they are not converged in the basis: def2-TZVP at the same geometries gives −0.46, 0.85 and 0.98 eV, with the same signs.

**Q.** So the gap rises and the threshold drops. Which of them turns carbon's triplet into silicon's singlet?

**A.** With the spin-averaged orbitals, either change is enough in (4). Give CH$_2$ the gap of SiH$_2$ but leave its $K$ and $R$ alone: the result moves from −0.0087 to 0.0138 hartree, a change of 0.0225. Give it instead the $K$ and $R$ of SiH$_2$ and keep its own gap: it moves to 0.0125, a change of 0.0212. The full change is $0.0354+0.0087=0.0441$, so the two contributions are nearly equal and nearly additive. With GeH$_2$ as donor the two results are 0.0175 and 0.0159 hartree. This balance depends on which shared orbitals are used. With the restricted open-shell orbitals of the triplet, CH$_2$ starts at −0.0274; the gap of SiH$_2$ alone gives −0.0079, still a triplet, while its $K$ and $R$ alone give 0.0035, about 60% of the full change.

Most of the repulsion part comes from $R$, which falls from 0.0601 to 0.0413 hartree in SiH$_2$. That drop of 0.0188 enters (4) directly. Exchange itself changes little, from 0.0373 to 0.0333. A uniform stretching of the orbitals would reduce $R$ and $K$ by the same factor, whereas here $R$ falls by 31% and $K$ by 11%. Size alone therefore does not explain the change; the shapes of the orbitals must differ too.

**Q.** Your angles differ, though. Is the larger gap a property of the atom or of the smaller angle?

**A.** Both. The split depends on the common angle chosen and on the basis; here, at 100°, the two parts are about equal. At a common angle of 100°, with each molecule keeping its own bond length, the gaps are 0.0852, 0.0971 and 0.1005 hartree. From carbon to silicon that is an increase of 0.0119, against 0.0244 at the molecules' own angles. The remaining 0.0125 comes from the angles: opening CH$_2$ to 103.3° costs it 0.0048, and closing SiH$_2$ to 93.5° gains it 0.0077. The direction is that of (2). In def2-TZVPP the two parts are 0.0095 and 0.0126.

The threshold hardly notices these small changes of angle. At 100° it falls from 0.0906 to 0.0668 hartree, a drop twice as large as the rise of the gap. At this common angle, then, cheaper pairing contributes more to the margin $\Delta-\Delta_c$ than the deeper lone pair does.

**Q.** Can the tight-binding matrix tell me whether the s-H coupling is behind that 0.0119?

**A.** Only within a stated choice of orbitals, and once its elements come from the molecule. I took the valence orbitals of the free atoms, removed their overlap with the molecular core, and polarised them so that their span contains the two bonds, $\sigma$ and $p$. After symmetric orthonormalization, the Fock operator was written in this basis. It does not connect those four molecular orbitals to the rest of the space, so their energies survive as eigenvalues. The lone-pair level was tested against the molecular calculation.

Two terms absent from the minimal model appear: $p_z$ no longer has the energy of $p_x$, and s couples directly to $p_z$ through an element $g$. Symmetry allows both in a bent molecule. They contain the field of the hydrogens as well as the effect of making the orbitals orthogonal, and I have not separated the two. At 100°, with energies measured from $p_x$, the elements in hartree are:

| | CH$_2$ | SiH$_2$ | GeH$_2$ |
|---|---|---|---|
| $e_s$ | −0.2731 | −0.2317 | −0.2753 |
| $e_z$ | 0.0257 | 0.0792 | 0.0775 |
| $t_s$ | −0.5900 | −0.4036 | −0.3804 |
| $t_p$ | −0.3339 | −0.2755 | −0.2612 |
| $g$ | 0.0544 | 0.0935 | 0.0828 |

The ratio $t_s/t_p$ falls from 1.77 in CH$_2$ to 1.46 in both heavier molecules. By (3), $w$ rises from 0.243 to 0.318 and 0.320. In this basis, that is the sound core of what you were told, while the direct s-$p_z$ mixing $g$ is stronger in the heavier molecules, not weaker. Both trends belong to the symmetric orthonormalization and are not observables. If the hydrogen orbitals are orthonormalized first, the ratio rises from 2.50 to 2.74 and 2.80 and $g$ falls from 0.293 to 0.267 and 0.246. If the orbitals of X are taken first, $g$ is negative. The level $\Delta$ is the same in all three cases, and in all three the s weight of the lone pair is larger in SiH$_2$ than in CH$_2$.

**Q.** Does that stronger direct mixing push the lone pair up or down?

**A.** Down, for the positive $g$ of the symmetric basis. Consider the hybrid that does not couple to $H_+$,

$$n=\frac{t_p\,s-t_s\,p_z}{\sqrt{t_s^2+t_p^2}},\qquad \langle n|F|H_+\rangle=\frac{t_pt_s-t_st_p}{\sqrt{t_s^2+t_p^2}}=0.$$

Its energy is the weighted mean of the two site energies plus a cross term. Since $t_s$ and $t_p$ have the same sign, $t_st_p/(t_s^2+t_p^2)=\sqrt{w(1-w)}$, and

$$E_n=we_s+(1-w)e_z-2g\sqrt{w(1-w)}. \tag{6}$$

A positive $g$ lowers $E_n$. The three terms and their sum, each rounded separately, are in hartree

$$\text{CH}_2:\;-0.066+0.019-0.047\approx-0.093,$$
$$\text{SiH}_2:\;-0.074+0.054-0.087=-0.107.$$

The full levels are −0.085 and −0.097; the difference is due to the remaining coupling of $n$ to the other s-$p_z$ hybrid. From carbon to silicon the s term deepens the lone pair by 0.007 hartree. The raised $p_z$ level costs 0.035, and the direct mixing returns 0.040. The minimal model, without the last two effects, gives gaps of 0.0624, 0.0715 and 0.0842 hartree. It has the right order, but it is 16 to 27% below the full values.

**Q.** In (6) the couplings are hidden inside $w$. Can you give each matrix element its own share?

**A.** Yes, along a stated path. Change the a$_1$ matrix $M$, measured from $p_x$, linearly from carbon's to silicon's, with $\lambda$ running from 0 to 1. For a normalized eigenvector, $E=a^TMa$. The variation of $a$ contributes $2E\,a^Tda=0$, so $dE/d\lambda=a^T(dM/d\lambda)a$. With $\Delta=-E$, the share of an element is

$$-(2-\delta_{ij})\,(M_{ij}^{\rm Si}-M_{ij}^{\rm C})\int_0^1a_ia_j\,d\lambda.$$

The factor 2 counts the two equal off-diagonal entries. For silicon the shares, in hartree, are

- couplings: s-$H_+$ 0.0479, $p_z$-$H_+$ −0.0274, s-$p_z$ 0.0302;
- levels: s −0.0087, $p_z$ −0.0380, $H_+$ 0.0079.

They add up to 0.0119, and the sum was tested against the directly computed change. In the symmetric basis the weaker s-H coupling is the largest positive share. More than half of it is taken back by the weaker p-H coupling, which leaves 0.0205. For germanium the same two shares are 0.0563 and −0.0360, leaving 0.0203, against a total change of 0.0152. The other elements together are negative in both cases.

The sum does not depend on the path, but the shares do, and they also depend on how the atomic orbitals were polarised and made orthogonal. If the orbitals of X are orthonormalized first, the s-$H_+$ share drops to −0.002 and the $p_z$-$H_+$ share becomes +0.012; if those of hydrogen come first, the s-$p_z$ share turns negative. The shares describe one bookkeeping convention; only their sum is a property of the calculation.

**Q.** Then what may I say in one sentence when a colleague asks?

**A.** Say that in SiH$_2$ and GeH$_2$ the lone pair has more s character and lies further below the empty p orbital, partly because the angle is smaller, while pairing two electrons in it also costs less than in CH$_2$. The second half must not be dropped: at this level of theory it accounts for about half of the vertical change from carbon to silicon, 45 to 61% depending on the basis and on the shared orbitals.

**Q.** When would that sentence stop being a safe guide?

**A.** When the molecule is opened towards linearity. The minimal gap then closes, while $R$ remains, and (5) fails for a heavy atom as it does for carbon. The triplets show the same preference: their calculated angles are 131.4°, 118.3° and 119.1°, all much wider than those of the singlets. A vertical singlet preference therefore overstates the stability of a singlet forced open, and a comparison of ground states needs each spin state at its own geometry. For germanium, relativity is a further omission; I have not estimated its effect on the 4s level, so the small difference between SiH$_2$ and GeH$_2$ should not be read as a settled trend. The complete set of values is in the numerical output.

## Numbers as computed

```
Energies in hartree (Ha), basis def2-svp
CH2 singlet: r 2.083 bohr, angle 103.3 deg
CH2 triplet: r 2.041 bohr, angle 131.4 deg
CH2 CCSD(T) adiabatic E_T-E_S: -0.0237 Ha = -0.64 eV
CH2 singlet geometry: Delta 0.0804, Delta_c 0.0900 Ha
CH2 singlet geometry: K 0.0373, R 0.0601 Ha
CH2 vertical two-orbital E_T-E_S: -0.0087 Ha
CH2 at 100 deg: Delta 0.0852, Delta_c 0.0906 Ha
CH2 at 100 deg, levels minus px: s -0.2731, pz 0.0257, H+ 0.0732 Ha
CH2 at 100 deg, couplings: s-H+ -0.5900, pz-H+ -0.3339, s-pz 0.0544 Ha
CH2 at 100 deg, lone-pair weights: s 0.190, pz 0.762, H+ 0.048
CH2 at 100 deg, s weight of uncoupled hybrid: 0.243
CH2 at 100 deg, minimal-model Delta: 0.0624 Ha
SiH2 singlet: r 2.863 bohr, angle 93.5 deg
SiH2 triplet: r 2.790 bohr, angle 118.3 deg
SiH2 CCSD(T) adiabatic E_T-E_S: 0.0289 Ha = 0.79 eV
SiH2 singlet geometry: Delta 0.1048, Delta_c 0.0667 Ha
SiH2 singlet geometry: K 0.0333, R 0.0413 Ha
SiH2 vertical two-orbital E_T-E_S: 0.0354 Ha
SiH2 at 100 deg: Delta 0.0971, Delta_c 0.0668 Ha
SiH2 at 100 deg, levels minus px: s -0.2317, pz 0.0792, H+ -0.0266 Ha
SiH2 at 100 deg, couplings: s-H+ -0.4036, pz-H+ -0.2755, s-pz 0.0935 Ha
SiH2 at 100 deg, lone-pair weights: s 0.237, pz 0.642, H+ 0.121
SiH2 at 100 deg, s weight of uncoupled hybrid: 0.318
SiH2 at 100 deg, minimal-model Delta: 0.0715 Ha
GeH2 singlet: r 2.988 bohr, angle 93.0 deg
GeH2 triplet: r 2.888 bohr, angle 119.1 deg
GeH2 CCSD(T) adiabatic E_T-E_S: 0.0341 Ha = 0.93 eV
GeH2 singlet geometry: Delta 0.1087, Delta_c 0.0632 Ha
GeH2 singlet geometry: K 0.0297, R 0.0402 Ha
GeH2 vertical two-orbital E_T-E_S: 0.0429 Ha
GeH2 at 100 deg: Delta 0.1005, Delta_c 0.0631 Ha
GeH2 at 100 deg, levels minus px: s -0.2753, pz 0.0775, H+ -0.0307 Ha
GeH2 at 100 deg, couplings: s-H+ -0.3804, pz-H+ -0.2612, s-pz 0.0828 Ha
GeH2 at 100 deg, lone-pair weights: s 0.223, pz 0.626, H+ 0.151
GeH2 at 100 deg, s weight of uncoupled hybrid: 0.320
GeH2 at 100 deg, minimal-model Delta: 0.0842 Ha
C to Si at 100 deg, change of Delta: 0.0119 Ha
  from levels: s -0.0087, pz -0.0380, H+ 0.0079 Ha
  from couplings: s-H+ 0.0479, pz-H+ -0.0274, s-pz 0.0302 Ha
CH2 with Delta of SiH2: E_T-E_S 0.0138 Ha
CH2 with K, R of SiH2: E_T-E_S 0.0125 Ha
C to Ge at 100 deg, change of Delta: 0.0152 Ha
  from levels: s 0.0005, pz -0.0365, H+ 0.0094 Ha
  from couplings: s-H+ 0.0563, pz-H+ -0.0360, s-pz 0.0215 Ha
CH2 with Delta of GeH2: E_T-E_S 0.0175 Ha
CH2 with K, R of GeH2: E_T-E_S 0.0159 Ha
```
